\section*{Berry-phase polarization of crystals and its change along insulating paths, part 2}

The problem asks how much of a crystal's polarization $\mathbf P$ is fixed by the bulk, and what is fixed in addition when the crystal is changed slowly. Hartree atomic units are used ($\hbar=m_e=1$), with $e=1$ kept visible; an electron has charge $-e$.

The lattice vectors $\mathbf a_j$ are fixed, $\Omega$ is the cell volume and $\mathbf G$ a reciprocal lattice vector. Ion $s$ has charge $Z_se$, with $Z_s$ an integer, and position $\boldsymbol\tau_s$. Independent electrons, without a macroscopic field, fill bands separated by a gap from the empty ones, with $f$ electrons per filled band and cell. Bloch states are $\psi_{n\mathbf k}=e^{i\mathbf k\cdot\mathbf r}u_{n\mathbf k}$. A frame is an orthonormal basis $u_{n\mathbf k}$ of the occupied space, smooth in $\mathbf k$, with
\begin{equation}
u_{n,\mathbf k+\mathbf G}=e^{-i\mathbf G\cdot\mathbf r}u_{n\mathbf k}.
\label{eq:per}
\end{equation}
The Berry-phase formula is
\begin{equation}
\mathbf P=\frac e\Omega\sum_sZ_s\boldsymbol\tau_s
-\frac{fe}{(2\pi)^3}\int_{BZ}\mathrm{Tr}\,\mathbf A\,d^3k,
\qquad
\mathbf A_{mn}=i\langle u_m|\nabla_{\mathbf k}u_n\rangle .
\label{eq:P}
\end{equation}
Its second term is $\mathbf P_{\rm el}$.

For a second frame $\tilde u_n=\sum_mu_mU_{mn}$ with $\det U=e^{-i\beta}$,
\begin{equation}
\int_{BZ}\nabla\beta\,d^3k=\frac{(2\pi)^3}{\Omega}\mathbf R,
\qquad
\tilde{\mathbf P}_{\rm el}=\mathbf P_{\rm el}-\frac{fe}{\Omega}\mathbf R ,
\label{eq:quant}
\end{equation}
with $\mathbf R$ a lattice vector. Shifts of $\mathbf P$ lie in the set $e\mathbf R/\Omega$, the quantum of polarization.

The Wannier functions $w_n=\Omega(2\pi)^{-3}\int_{BZ}\psi_{n\mathbf k}\,d^3k$ have centers
\begin{equation}
\langle w_n|\mathbf r|w_n\rangle=\frac{\Omega}{(2\pi)^3}\int_{BZ}\mathbf A_{nn}\,d^3k .
\label{eq:center}
\end{equation}

When the Hamiltonian varies slowly with a parameter $\lambda$ and the gap stays open, the bulk current gives
\begin{equation}
\frac{dP_{{\rm el},j}}{d\lambda}=-\frac{fe}{(2\pi)^3}\int_{BZ}F_j\,d^3k,
\qquad F_j=2\,\mathrm{Im}\sum_n\langle\partial_ju_n|\partial_\lambda u_n\rangle .
\label{eq:current}
\end{equation}
Here $\partial_j=\partial/\partial k_j$, and $A_j$, $A_\lambda$ are the matrices $i\langle u_m|\partial u_n\rangle$ for the two derivatives. With $\Pi=\sum_n|u_n\rangle\langle u_n|$, each $\partial\Pi$ connects only occupied with empty states. Equivalently, $F_j=2\,\mathrm{Im}\sum_{nm}\langle n|\partial_j\Pi|m\rangle\langle m|\partial_\lambda\Pi|n\rangle$, with $n$ occupied and $m$ empty.

\subsection*{(e) The change along a given path}
\textit{Let $\lambda$ run from 0 to 1. Express the integrated current through the Berry-phase formula, and decide whether an integer remains free.}

\textbf{Solution.} Differentiate the traces $\mathrm{Tr}A_j=i\sum_n\langle u_n|\partial_ju_n\rangle$ and $\mathrm{Tr}A_\lambda=i\sum_n\langle u_n|\partial_\lambda u_n\rangle$. The mixed second derivatives cancel:
\begin{align}
\partial_\lambda\mathrm{Tr}A_j-\partial_j\mathrm{Tr}A_\lambda
&=i\sum_n\bigl(\langle\partial_\lambda u_n|\partial_ju_n\rangle-\langle\partial_ju_n|\partial_\lambda u_n\rangle\bigr)\nonumber\\
&=i\,(-2i)\,\mathrm{Im}\sum_n\langle\partial_ju_n|\partial_\lambda u_n\rangle=F_j .
\label{eq:curl}
\end{align}
This requires a frame that is smooth in $\lambda$ as well. One is obtained by starting from a smooth periodic frame at $\lambda=0$ and solving
\begin{equation}
\partial_\lambda|u_n\rangle=K|u_n\rangle,\qquad K=(\partial_\lambda\Pi)\Pi-\Pi\,\partial_\lambda\Pi .
\end{equation}
$K$ is anti-Hermitian, so the frame stays orthonormal. It also stays in the occupied space. To see this, use $\Pi(\partial_\lambda\Pi)\Pi=0$ to find $K\Pi-\Pi K=\partial_\lambda\Pi$. The part $w=(1-\Pi)u_n$ then obeys
\begin{equation}
\partial_\lambda w=-(K\Pi-\Pi K)u_n+(1-\Pi)Ku_n=K(1-\Pi)u_n=Kw ,
\end{equation}
and since $w=0$ at the start, it remains zero. The condition on $u_{n,\mathbf k+\mathbf G}$ is also preserved, because the factor $e^{-i\mathbf G\cdot\mathbf r}$ does not depend on $\lambda$ when the lattice vectors are fixed.

For the same reason $\mathrm{Tr}A_\lambda$ is periodic in $\mathbf k$, and its $k_j$ derivative integrates to zero. Integrating \eqref{eq:current} over $\lambda$ leaves
\begin{equation}
\Delta\mathbf P_{\rm el}=\mathbf P_{\rm el}(\lambda=1)-\mathbf P_{\rm el}(\lambda=0),
\quad\text{one continuous frame.}
\label{eq:delta}
\end{equation}
Another continuous frame may shift each value by $-fe\mathbf R(\lambda)/\Omega$. A lattice vector that varies continuously is constant, so the shift cancels in the difference. No integer is left free. The current formula says the same without frames, since $F_j$ was derived from the projector alone. The ionic part is $(e/\Omega)\sum_sZ_s[\boldsymbol\tau_s(1)-\boldsymbol\tau_s(0)]$, with each ion followed along its motion.

\subsection*{(f) Two paths with the same ends}
\textit{Two gapped paths lead from the same initial to the same final Hamiltonian, with the same ion displacements. How can their $\Delta\mathbf P$ differ? When must they agree?}

\textbf{Solution.} Start both paths with the same frame. At the end each path delivers a smooth periodic frame of the same occupied space. By \eqref{eq:quant},
\begin{equation}
\Delta\mathbf P^{(1)}-\Delta\mathbf P^{(2)}=-\frac{fe}{\Omega}\mathbf R .
\label{eq:two}
\end{equation}
The end states alone therefore fix the change modulo the quantum, and the path supplies the integer.

Suppose path 1 can be deformed into path 2 with the ends held fixed and the gap open throughout. Then $F_j$, and with it $\Delta\mathbf P$, varies continuously during the deformation. By \eqref{eq:two} it can change only in jumps. So it does not change, and $\mathbf R=0$. A difference between two paths requires that each deformation of one into the other meets a gap closing.

Running out along path 1 and back along path 2 gives a closed loop. The crystal returns to its initial state, and the set of values of $\mathbf P$ is as before, yet a charge given by \eqref{eq:two} has passed through the bulk. If the loop can be shrunk to a point with the gap open, this charge is zero.

\subsection*{(g) A chain that can be estimated by hand}
\textit{Identical uncoupled chains along $x$, each with cross-section $S$, have period $a$, $f=1$, one electron per cell and a fixed ion of charge $+e$ at $\tau=a/2$. The potential is
\begin{equation}
V=\alpha\cos Gx+\beta\sin Gx+W\cos2Gx,\qquad G=2\pi/a .
\end{equation}
Where in the $(\alpha,\beta)$ plane does the lowest gap close? Estimate the gap and the polarization for small $\alpha,\beta$ and $W$.}

\textbf{Solution.} The states do not depend on the transverse $\mathbf k$, whose integral gives $(2\pi)^2/S$. With $\Omega=Sa$, the dipole per length of one chain is
\begin{equation}
p=SP_x=e\Bigl(\frac\tau a-\frac{\phi}{2\pi}\Bigr),\qquad
\phi=\int_0^GA\,dk ,
\label{eq:chain}
\end{equation}
and its quantum is $e$.

Near $k=G/2$ the lowest band is built from the waves $e^{iGx/2}$ and $e^{-iGx/2}$. With $z=\alpha+i\beta$, the potential couples the first to the second with the element $z/2$. There is also a second-order route through $e^{\pm3iGx/2}$, which lie higher by $\tfrac12(\tfrac94-\tfrac14)G^2=G^2$. Each of the two intermediate waves contributes $-(z^*/2)(W/2)/G^2$. The effective coupling is
\begin{equation}
M=\tfrac12\Bigl(z-\frac{W}{G^2}z^*\Bigr)
=\tfrac12\bigl[\alpha(1-\eta)+i\beta(1+\eta)\bigr],\qquad \eta=\frac W{G^2},
\end{equation}
and the gap is about $2|M|$. It closes at $\alpha=\beta=0$. This point does not rest on the estimate. There the potential has period $a/2$, and a shift by $a/2$ multiplies the states at $k=G/2$ by $i$ or $-i$. Complex conjugation keeps the energy and exchanges the two kinds, so the levels are degenerate in pairs.

Let $\chi=\arg M$. As $k$ runs from 0 to $G$, the lower state turns from the plane wave with $u=1$ into the one with $u=e^{-iGx}$:
\begin{equation}
u=\cos\vartheta-e^{i\chi}\sin\vartheta\,e^{-iGx},\qquad \vartheta:0\to\pi/2 .
\end{equation}
Here $A=i\langle u|\partial_ku\rangle=0$, because $\chi$ is constant and the real parts cancel. But this frame ends at $-e^{i\chi}e^{-iGx}$, whereas periodicity demands $e^{-iGx}$. Multiplying $u$ by $e^{-i(\chi+\pi)k/G}$ repairs this and adds $(\chi+\pi)/G$ to $A$. Hence
\begin{equation}
\phi\approx\chi+\pi,\qquad \Delta p\approx-\frac{e}{2\pi}\Delta\chi .
\label{eq:est}
\end{equation}
A path that circles the gap closing once counterclockwise raises $\chi$ by $2\pi$ and changes $p$ by $-e$.

\subsection*{(h) Numbers for three paths}
\textit{Take $a=6$ bohr, $W=0.30$ hartree, $S=30$ bohr$^2$ and the states $A$ and $B$ at $\alpha+i\beta=re^{i\theta}$ with $r=0.15$ hartree and $\theta=60^\circ$ and $150^\circ$. Find $p$ in both states and its change on the short arc, on a bulged version of it, and on the long arc around the other side of the origin.}

\textbf{Solution.} First the estimate. $G^2=(2\pi/6)^2=1.0966$ gives $\eta=0.2736$. In state $A$,
\begin{equation}
2M=0.0750\times0.7264+i\,0.1299\times1.2736=0.0545+0.1654\,i ,
\end{equation}
so the gap is about 0.174 hartree and $\chi=71.8^\circ$. In state $B$, $2M=-0.0944+0.0955\,i$, with gap 0.134 hartree and $\chi=134.7^\circ$. By \eqref{eq:est}, the short arc gives $\Delta p\approx-62.9/360\,e=-0.175\,e$.

For the full calculation, $\phi$ is found on a string of $k$ points with spacing $\delta$. Since $\langle u_k|u_{k+\delta}\rangle\approx1-iA\delta$, each overlap has phase $-A\delta$, and
\begin{equation}
\phi=-\mathrm{Im}\ln\prod_k\langle u_k|u_{k+\delta}\rangle .
\end{equation}
The last state is $e^{-iGx}$ times the first, so arbitrary phases of the $u_k$ cancel. The logarithm leaves $\phi$ open by $2\pi$ and $p$ by $e$. The direct gaps are 0.171 and 0.133 hartree, and on the branch nearest zero $p_A=-0.1999\,e$ and $p_B=-0.3738\,e$. Smooth frames for state $A$ whose Wannier functions are moved by 0, 1 and $-2$ cells give $-0.1999$, $-1.1999$ and $1.8001\,e$, in line with \eqref{eq:quant}.

Along a path, $p$ is followed in small steps, and at each step the branch nearest the previous value is taken. This is right if the true change per step is below $e/2$; the largest step here was $0.033\,e$. The changes are
\begin{equation}
\Delta p=-0.1739\,e\ \text{(short)},\quad -0.1739\,e\ \text{(bulged)},\quad +0.8261\,e\ \text{(long)}.
\end{equation}
The current formula \eqref{eq:current}, summed over empty bands and integrated along each path, gives the same values to these digits. So does a direct solution of the time-dependent Schr\"odinger equation for the short arc. For the long arc it gives $0.8263\,e$; the remaining $0.0002\,e$ was not traced to the ramp speed or the time step separately.

Short arc out and long arc back give $-0.1739-0.8261=-1.0000$ in units of $e$, one quantum, as expected for a loop around the gap closing. The subtraction $p_B-p_A=-0.1739\,e$ on the nearest branch is correct for the short arc and wrong by one quantum for the long arc. A small result is no evidence that the right branch was chosen.

Per area, the quantum is $e/S=0.0333\,e/\text{bohr}^2=1.907$ C/m$^2$. The changes are $-0.332$ C/m$^2$ on the short arc and $+1.576$ C/m$^2$ on the long one.

\subsection*{(i) The charge at the end of a finite chain}
\textit{How is $p$ seen in a finite neutral chain of $N$ cells with $N$ electrons?}

\textbf{Solution.} Assume that a gap separates filled and empty states of the finite chain, end states included, and that the filled states can be recombined into localized orbitals that match the bulk Wannier functions far from the ends. By \eqref{eq:center} their centers are $\bar x=a\phi/2\pi$ plus multiples of $a$. Insert one more cell in the middle. This adds an ion and an orbital, and shifts all to the right of them by $a$. The shifted part consists of whole ions and whole orbitals, so its charge is $\ell e$ with integer $\ell$. The dipole $d$ grows by
\begin{equation}
d(N+1)-d(N)=e(\tau-\bar x)+\ell'ea=a\,(p+\ell'e),
\end{equation}
where $\ell'$ also absorbs the choice of copies for $\tau$ and $\bar x$. A neutral chain of length $L$ with end charges $\pm Q$ has a dipole that grows as $QL$. So the right end carries $Q=p$ modulo $e$, and the termination selects the integer.

Hard-wall chains in state $A$ gave $-0.2000\,e$ for one position of the walls and $0.8000\,e$ after both walls were moved by $-2.70$ bohr. State $B$ gave $-0.3736\,e$. These agree with the bulk values modulo $e$ within the tolerance of $0.002\,e$ set for the spatial grid. If end states are partly filled, the argument fails and $Q$ need not match $p$.

Consider a slow change of the bulk with no charge leaving through contacts, in a chain so long that no electron tunnels from one end to the other in the meantime. The bulk current then collects at the ends. The end charge changes by $\Delta p$ of the path taken, integer included, as long as no filled end state reaches the empty bands and no empty end state reaches the filled band. Levels at opposite ends may cross in energy on the way, so the chain need not finish in its ground state. If a filled end state does reach the empty bands, its electron can escape into the bulk; an empty end state that reaches the filled band releases a hole in the same way. The charge left at the end then need not follow $\Delta p$, although the bulk is gapped along the whole path. Further values are listed in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
period a = 6.0 bohr; ion position = 3.0 bohr
W = 0.30 hartree; arc radius r = 0.15 hartree
angle of A = 60 deg; angle of B = 150 deg
A: alpha = 0.07500, beta = 0.12990 hartree
B: alpha = -0.12990, beta = 0.07500 hartree
direct gap at A = 0.1713 hartree, at B = 0.1330 hartree
direct gap at alpha = beta = 0: 1.2e-08 hartree
P of A, branch nearest zero = -0.19990 e
P of B, branch nearest zero = -0.37377 e
P of A, smooth gauge moved by 0 cells = -0.19990 e
P of A, smooth gauge moved by 1 cells = -1.19990 e
P of A, smooth gauge moved by -2 cells = 1.80010 e
finite chain A, first cut = -0.2000 e
finite chain A, cut moved by -2.70 bohr = 0.8000 e
finite chain B, first cut = -0.3736 e
short arc: smallest direct gap = 0.1330 hartree
short arc: largest tracking step = 0.0071 e
short arc: change from Berry phases = -0.17386 e
short arc: change from current formula = -0.17386 e
bulged arc: smallest direct gap = 0.1330 hartree
bulged arc: largest tracking step = 0.0072 e
bulged arc: change from Berry phases = -0.17386 e
bulged arc: change from current formula = -0.17386 e
long arc: smallest direct gap = 0.1091 hartree
long arc: largest tracking step = 0.0327 e
long arc: change from Berry phases = 0.82614 e
long arc: change from current formula = 0.82614 e
real time, short arc, 1000 a.u. of time: -0.17386 e
real time, long arc, 3000 a.u. of time: 0.82630 e
endpoint subtraction in one step = -0.17386 e
closed loop, short arc out and long arc back = -1.000000 e
cross-section per chain = 30.0 bohr^2
quantum = 0.033333 e/bohr^2 = 1.9072 C/m^2
change on short arc = -0.3316 C/m^2
change on long arc = 1.5756 C/m^2
triclinic gauge test, computed shift of summed centers = [ 5.5  4.5 -7. ] bohr
triclinic gauge test, lattice vector R = [ 5.5  4.5 -7. ] bohr
\end{verbatim}
